# The Tauc-Lorentz absorption model and its Kramers-Kronig real part, part 1

(Sections cited here and not found follow in the second part.)

## First half: from one oscillator to a gapped absorption

### A single bound charge

Take charges $q$ of mass $m$ and density $N$, each held by a spring and damped, in a field $F e^{-i\omega t}$. Ignoring local-field corrections, the displacement obeys

$$m(\ddot x+\gamma\dot x+\omega_0^2x)=qFe^{-i\omega t}.$$

With $x\propto e^{-i\omega t}$, each time derivative gives $-i\omega$, so

$$x=\frac{qF/m}{\omega_0^2-\omega^2-i\gamma\omega}\,e^{-i\omega t}.$$

The polarization $Nqx$ is $\varepsilon_0$ times the susceptibility times the field. Multiply numerator and denominator by $\hbar^2$ and write $E=\hbar\omega$, $E_0=\hbar\omega_0$, $C=\hbar\gamma$ and $AE_0=\hbar^2Nq^2/(\varepsilon_0m)$. Then

$$\varepsilon_L(E)=\varepsilon_\infty+\frac{AE_0}{E_0^2-E^2-iCE}.$$

The constant $\varepsilon_\infty$ stands for transitions far above the range of interest. All of $A,E_0,C$ are positive energies. With the time factor $e^{-i\omega t}$, absorption means a positive imaginary part. Multiplying by the conjugate denominator gives

$$\varepsilon_{1L}=\varepsilon_\infty+\frac{AE_0(E_0^2-E^2)}{D(E)},\qquad \varepsilon_{2L}=\frac{AE_0CE}{D(E)},$$

$$D(E)=(E^2-E_0^2)^2+C^2E^2 .$$

I use round model parameters for a wide-gap film throughout: $A=80$ eV, $E_0=6$ eV, $C=4$ eV, $\varepsilon_\infty=1.5$. At $E=2$ eV, $D=32^2+64=1088$ eV$^4$, so $\varepsilon_{2L}=80\cdot6\cdot4\cdot2/1088=3.53$. If the film is to have a gap of 3 eV, this absorption should be zero. The oscillator has damping at every frequency and knows nothing of a gap.

### What a change of absorption does to the real part

The absorption cannot be altered without altering the real part. Let $\chi=\varepsilon-\varepsilon_\infty$. A response that follows its cause makes $\chi(z)$ analytic for ${\rm Im}\,z>0$; assume also that it vanishes at large $|z|$. Closing a contour in the upper half plane gives

$$\chi(z)=\frac1{2\pi i}\int_{-\infty}^{\infty}\frac{\chi(x)}{x-z}\,dx .$$

On the real axis $\chi^*(x)$ is the boundary value of a function analytic in the lower half plane. Closing its integral below encloses no pole, because $z$ lies above:

$$\int_{-\infty}^{\infty}\frac{\chi^*(x)}{x-z}\,dx=0 .$$

Since ${\rm Im}\,\chi=(\chi-\chi^*)/2i$, subtraction leaves

$$\chi(z)=\frac1\pi\int_{-\infty}^{\infty}\frac{\varepsilon_2(x)}{x-z}\,dx .$$

A real field produces a real polarization, so $\chi(-x)=\chi^*(x)$ and $\varepsilon_2$ is odd. The negative half of the integral becomes $\int_0^\infty\varepsilon_2(x)/(x+z)\,dx$. Adding the fractions,

$$\varepsilon(z)=\varepsilon_\infty+\frac2\pi\int_0^\infty\frac{x\,\varepsilon_2(x)}{x^2-z^2}\,dx .\tag{1}$$

Conversely, let $\varepsilon_2$ be odd and continuous, with bounded slope, and let it decay as a power of the energy. Put into (1), it defines a function analytic in the upper half plane. As $z\to E+i0$, $1/(x-E-i0)$ becomes the principal value plus $i\pi\delta(x-E)$, so the imaginary part returns $\varepsilon_2$. The real part is the principal-value integral. Once $\varepsilon_\infty$ is chosen, this causal partner is unique: the difference of two partners would have zero imaginary part on the axis and would vanish by the same formula.

The oscillator provides a limit on which to try (1). At $E=0$ it requires

$$\varepsilon_{1L}(0)-\varepsilon_\infty=\frac{2AE_0C}{\pi}K,\qquad K=\int_0^\infty\frac{dx}{D(x)} .$$

The substitution $x\to E_0^2/x$ turns $K$ into $E_0^{-2}\int_0^\infty x^2dx/D$. Averaging the two forms,

$$K=\frac1{2E_0^2}\int_0^\infty\frac{E_0^2+x^2}{D(x)}\,dx .$$

Put $u=x-E_0^2/x$. Then $du=(1+E_0^2/x^2)dx$ and $D=x^2(u^2+C^2)$, so the integral is $\int_{-\infty}^\infty du/(u^2+C^2)=\pi/C$. Thus $K=\pi/(2CE_0^2)$, and the static contribution is $A/E_0$, as the oscillator formula says. Numerically, $1.5+80/6=14.83$.

### First attempt: a bare step

The simplest cutoff keeps $\varepsilon_{2L}$ above a gap $E_g>0$ and sets it to zero below. Let $E=E_g-\delta$ with small $\delta>0$. Equation (1) reads

$$\varepsilon_1=\varepsilon_\infty+\frac2\pi\int_{E_g}^{\infty}\frac{g(x)}{x-E}\,dx,\qquad g(x)=\frac{x\,\varepsilon_{2L}(x)}{x+E}.$$

Near the edge, $g(x)$ is $g(E_g)$ plus a term proportional to $x-E_g$. That second term leaves the integral finite. The first, over an interval of fixed length $\Delta$, gives

$$g(E_g)\int_{E_g}^{E_g+\Delta}\frac{dx}{x-E_g+\delta}=g(E_g)\ln\frac{\Delta+\delta}{\delta}.$$

Since $g(E_g)\to\varepsilon_{2L}(E_g)/2$,

$$\varepsilon_1(E_g-\delta)=-\frac{\varepsilon_{2L}(E_g)}{\pi}\ln\delta+\text{bounded terms}.$$

From the other side the principal value gives $\ln[(\Delta-\delta)/\delta]$ and hence the same divergence.

For $E_g=3$ eV, $D(E_g)=27^2+144=873$ eV$^4$ and $\varepsilon_{2L}(E_g)=5760/873=6.598$. Shrinking $\delta$ from $10^{-4}$ to $10^{-7}$ eV should raise $\varepsilon_1$ by $6.598\ln(10^3)/\pi=14.51$. Quadrature gives 34.74 and 49.25, whose difference agrees. A refractive index that diverges at the edge comes from the jump in absorption. In a model without further broadening, a finite index therefore requires a cutoff that starts from zero. Step-like onsets do occur, for example between two-dimensional bands; there broadening rounds the logarithm into a finite peak.

### How absorption starts in an amorphous semiconductor

For a smoother cutoff I need the edge itself. In an independent-electron picture with dipole coupling, let the vector potential have amplitude $A_v$, so that $F=\omega A_v$. The part of the coupling that absorbs a photon has matrix element $eA_vP/(2m_e)$, where $P$ is the momentum matrix element along the field. The golden rule gives the transition rate

$$W=\frac{2\pi}{\hbar}\frac{e^2A_v^2}{4m_e^2}\sum_{v,c}|P_{cv}|^2\,\delta(E_c-E_v-E).$$

The power lost in volume $V$ is $\hbar\omega W$; electrodynamics writes it as $\tfrac12\varepsilon_0\varepsilon_2\omega F^2V$. Equating them with $F=\omega A_v$,

$$\varepsilon_2=\frac{\pi e^2}{\varepsilon_0m_e^2\omega^2V}\sum_{v,c}|P_{cv}|^2\,\delta(E_c-E_v-E).$$

The sum includes spin, the valence states are full and the conduction states empty. The prefactor supplies $1/E^2$.

In a disordered network the wave vector does not select pairs of states. Assume that $|P_{cv}|^2$ may be replaced by one constant average and that both densities of states start as square roots. If the hole lies $x$ below the valence edge and the electron $y$ above the conduction edge, energy conservation demands $x+y=w$, where $w=E-E_g$. With $x=wt$,

$$\int_0^w\sqrt{x(w-x)}\,dx=w^2\int_0^1\sqrt{t(1-t)}\,dt=\frac{\pi}{8}w^2 .$$

The last integral is the area of a half disk of radius $1/2$. Hence

$$\varepsilon_2\propto\frac{(E-E_g)^2}{E^2},\qquad E>E_g .$$

The factor $1/E^2$ rests on holding the momentum matrix element constant. Holding the dipole matrix element constant instead removes it and gives $\varepsilon_2\propto(E-E_g)^2$, so a gap read from data depends on this choice. This Tauc law describes an onset. Extended upward it tends to a constant, which would make the integrated strength $\int E\varepsilon_2dE$ infinite, so something must turn the absorption off.

### The product

The Lorentz line falls at high energy but has no gap; the Tauc factor has a gap but does not fall. The model multiplies them:

$$\varepsilon_2(E)=\varepsilon_{2L}(E)\left(1-\frac{E_g}{E}\right)^2=\frac{AE_0C(E-E_g)^2}{E\,D(E)},\quad E>E_g,\tag{2}$$

with $\varepsilon_2=0$ for $0\le E\le E_g$ and $\varepsilon_2(-E)=-\varepsilon_2(E)$. The product is an ansatz. The microscopic argument supports the factor near the edge and does not derive the Lorentz envelope.

Three limits are visible. For $E_g\to0$ the factor is one and (2) is the oscillator. Near the edge, $\varepsilon_2\to\varepsilon_{2L}(E_g)(E-E_g)^2/E_g^2$, which has no jump. At high energy, $\varepsilon_2\to AE_0C/E^3$, the same leading tail as the oscillator.

### What $E_0$ and $E_g$ mean in a spectrum

Does $E_0$ still mark the peak? For $E_g<E_0$, logarithmic differentiation gives

$$\frac{d\ln\varepsilon_2}{dE}=\frac{2}{E-E_g}-\frac1E-\frac{D'}{D},\qquad D'=4E(E^2-E_0^2)+2C^2E.$$

At $E_0$, $D=C^2E_0^2$ and $D'=2C^2E_0$, so $D'/D=2/E_0$ and

$$\left.\frac{d\ln\varepsilon_2}{dE}\right|_{E_0}=\frac2{E_0-E_g}-\frac3{E_0}=\frac{3E_g-E_0}{E_0(E_0-E_g)} .$$

The width has dropped out. The absorption is still rising at $E_0$ if $E_0<3E_g$ and already falling if $E_0>3E_g$. Here the slope is $3/18=0.167$ eV$^{-1}$.

To locate a stationary point, multiply the vanishing derivative by $ED(E-E_g)$:

$$2ED-(E-E_g)(D+ED')=0 .$$

With $b=2E_0^2-C^2$, $D=E^4-bE^2+E_0^4$ and $D+ED'=5E^4-3bE^2+E_0^4$. Expansion and a change of overall sign give

$$3E^5-5E_gE^4-bE^3+3bE_gE^2-E_0^4E-E_gE_0^4=0.$$

For the example it has one root above the gap, 6.287 eV, where $\varepsilon_2=5.12$; direct maximization confirms it. At $E_0$ itself $\varepsilon_2=A(E_0-E_g)^2/(CE_0^2)=5.00$. For $E_g\to0$, division by $E$ leaves $3E^4-bE^2-E_0^4=0$. At $E=E_0$ its left side is $C^2E_0^2>0$, so the peak of the plain oscillator's $\varepsilon_2$ is slightly below $E_0$ when $C$ is small.

A related question is whether a straight-line plot returns $E_g$. Define

$$y(E)=E\sqrt{\varepsilon_2}=(E-E_g)s(E),\qquad s(E)=\sqrt{AE_0CE/D(E)} .$$

A line through $E_1<E_2$ crosses zero at $E_i=E_1-y_1(E_2-E_1)/(y_2-y_1)$. Insert $y_j=s_jw_j$ with $w_j=E_j-E_g$, and combine the terms over one denominator:

$$E_i-E_g=\frac{w_1w_2(s_2-s_1)}{s_2w_2-s_1w_1}.$$

The intercept is too high when $s$ increases over the window. The sign of $ds/dE$ is that of $D-ED'=-3E^4+bE^2+E_0^4$. This is positive at low energy and changes sign once, at the peak of the plain oscillator. At 4 eV it is $-768+896+1296=1424$ eV$^4$, so $s$ rises throughout a window ending there.

With $y=1.487$ eV at 3.5 eV and 3.422 eV at 4.0 eV, the intercept is $3.5-1.487\cdot0.5/1.935=3.116$ eV, or 0.116 eV above the model gap. A window from 3.05 to 3.10 eV gives 3.001 eV. The shift is produced by the envelope $s(E)$, without noise or tail states. Its sign is not fixed: a window from 5.5 to 6.0 eV, where $s$ has begun to fall, gives 2.83 eV. These numbers hold for $E\sqrt{\varepsilon_2}$. The plot of $\sqrt{\alpha E}$, with $\alpha$ the absorption coefficient, also carries the variation of the index and gives 3.096 eV for the window from 3.5 to 4.0 eV.

## Second half: the real part that belongs to this absorption

### Results carried over

Here $E$ is photon energy, $A,E_0,C$ are the amplitude, resonance energy and broadening, $E_g$ is the gap and $\varepsilon_\infty$ a constant. From the first half, $D(x)=(x^2-E_0^2)^2+C^2x^2$, the absorption is (2), and its causal partner follows from (1). I now assume $0<C<2E_0$ and define

$$a=\sqrt{E_0^2-C^2/4},\qquad p=a+\frac{iC}{2},\qquad |p|^2=E_0^2 .$$

Putting (2) into (1), the factor $x$ cancels and

$$\varepsilon(z)=\varepsilon_\infty+\frac{2AE_0C}{\pi}I(z),\quad I(z)=\int_{E_g}^{\infty}\frac{(x-E_g)^2}{D(x)(x^2-z^2)}\,dx ,\tag{3}$$

for ${\rm Im}\,z>0$. The integrand is rational, so the integral can be reduced to logarithms.

### Poles and residues

Factor the denominator:

$$D(x)=(x^2-E_0^2-iCx)(x^2-E_0^2+iCx).$$

The first factor vanishes at $iC/2\pm a$, that is, at $p$ and $-p^*$. The second vanishes at $p^*$ and $-p$. These four roots are simple because $a>0$. From $p^2-E_0^2=iCp$,

$$D'(p)=4p(p^2-E_0^2)+2C^2p=2Cp(2ip+C)=4iaCp,$$

where the last step uses $2ip=2ia-C$. Because $D'$ is odd with real coefficients, $D'(-p)=-D'(p)$ and $D'(p^*)=[D'(p)]^*$.

For $z$ different from zero and from the roots of $D$, the integrand has six simple poles $r_j$ with residues $R_j$:

$$R_z=\frac{(z-E_g)^2}{2zD(z)},\qquad R_{-z}=-\frac{(z+E_g)^2}{2zD(z)},$$

$$R_r=\frac{(r-E_g)^2}{D'(r)(r^2-z^2)},\qquad r=p,\,-p,\,p^*,\,-p^* .$$

The numerator has lower degree than the denominator, so the integrand equals $\sum_jR_j/(x-r_j)$. At large $x$ this begins with $(\sum_jR_j)/x$, whereas the integrand falls as $x^{-4}$. Therefore $\sum_jR_j=0$.

Integrate up to a large $L$, using the principal logarithm, whose cut is the negative real axis. Along the path $x-r_j$ has a constant nonzero imaginary part and never meets the cut, so

$$\int_{E_g}^{L}\frac{dx}{x-r_j}={\rm Log}(L-r_j)-{\rm Log}(E_g-r_j).$$

For large $L$ every first term tends to $\ln L$, and the residue sum removes it. Hence

$$I(z)=-\sum_jR_j\,{\rm Log}(E_g-r_j).\tag{4}$$

The logarithms contain energies. A change of unit adds the same constant to each, and that constant also drops out because the residues sum to zero.

The integral for the causal dielectric function has now been reduced to the finite sum of logarithms (4). It remains to bring this sum to the real axis, obtain the real part in closed form, and test it in limits and numbers.

All numerical values are calculated from the stated model.
